# Resta's many-body position, the adiabatic current and the discrete Berry phase

## 1. A ring of isolated dimers

Take a ring of length $L=Ma$ with one electron in each of $M$ cells. All electrons have the same spin. The electron of cell $j$ sits at $ja$ with probability $1-s$ and at $ja+b$ with probability $s$, and it cannot leave its cell. Let $X=\sum_i x_i$ and define

$$\delta=\frac{2\pi}{L},\qquad U=e^{i\delta X},\qquad z=\langle\Psi|U|\Psi\rangle,\qquad X_R=\frac1\delta\,\mathrm{Im}\ln z. \tag{1}$$

The cells are independent, so $z$ is a product. Since $\delta\sum_{j=0}^{M-1}ja=\delta L(M-1)/2=\pi(M-1)$,

$$z=(-1)^{M-1}\,(1-s+sw)^M,\qquad w=e^{i\theta},\quad \theta=\delta b .$$

Let $s$ change slowly in time. From $\dot X_R=\delta^{-1}\,\mathrm{Im}(\dot z/z)$,

$$\dot X_R=\frac{M\dot s}{\delta}\,\mathrm{Im}\frac{w-1}{1-s+sw}
=\frac{M\dot s}{\delta}\,\frac{\sin\theta}{1-2s(1-s)(1-\cos\theta)} .$$

The second form follows on multiplying numerator and denominator by $1-s+sw^*$: the imaginary part of the numerator is $(1-s)\sin\theta+s\sin\theta=\sin\theta$. For small $\theta$,

$$\dot X_R=Mb\dot s\left[1-\frac{\theta^2}{6}+s(1-s)\theta^2+\dots\right].$$

The total velocity of the electrons is $Mb\dot s$. Thus $\dot X_R$ equals this total velocity ($L$ times the particle current averaged over the ring) up to a relative error of order $1/L^2$. The sign $(-1)^{M-1}$ is also physical: electrons at $x_0+ja$ have positions that sum to $Mx_0+(M-1)L/2$. Both features are derived below for band insulators; for interacting electrons the $1/L^2$ law is assumed in Section 4 and checked on small rings.

## 2. What the formula measures

Atomic units are used in the algebra, so $\hbar=m=1$. On a ring, wavefunctions are periodic in each $x_i$. Multiplication by $X$ destroys this periodicity, so $X$ is not an admissible operator. The factor $U$ is unchanged when one $x_i$ increases by $L$, so it is admissible. The price is that $X_R$ is defined modulo $L$.

The prefactor is fixed by a bounded cluster that does not cross the seam of the coordinate. There $X$ has an ordinary distribution with cumulants $\kappa_n$, and

$$\ln z=i\delta\kappa_1-\frac{\delta^2\kappa_2}{2}-\frac{i\delta^3\kappa_3}{6}+\dots
\quad\Rightarrow\quad
X_R=\langle X\rangle-\frac{\delta^2\kappa_3}{6}+\dots\pmod L. \tag{2}$$

The variance $\kappa_2$ reduces $|z|$ and leaves the phase alone. For an open three-cell cluster of the model in Section 7, with three electrons, the repulsion on and $\varphi=60°$, $\langle X\rangle=17.509156$ Å and $\kappa_3=-1.5654$ Å$^3$. On a ring of 60 Å the correction in (2) is $(2\pi/60)^2(1.5654)/6=0.00286$ Å, and the computed $X_R$ is 17.512016 Å, larger than the mean by the same 0.00286 Å.

The phase has no meaning if $z=0$. Let $T$ translate all electrons by $a$, and let $T\Psi=\lambda\Psi$ with $|\lambda|=1$. Since $T^\dagger XT=X+Na$ up to multiples of $L$, which $U$ does not see,

$$z=\langle\Psi|T^\dagger UT|\Psi\rangle=e^{i\delta Na}z=e^{2\pi iN/M}z .$$

Hence $z=0$ unless $N/M$ is an integer. With three electrons on four cells the program finds $|z|\approx10^{-15}$, zero to rounding. From here on the filling is an integer number $n$ of electrons per cell.

## 3. The operator $U$ inserts a flux

Let the Hamiltonian and the total velocity be

$$H(\kappa)=\sum_i\frac{(p_i+\kappa)^2}{2}+V(x_1,\dots,x_N;t),\qquad J=\left.\frac{\partial H}{\partial\kappa}\right|_{0}=\sum_ip_i .$$

The physical system has $\kappa=0$, and $H$ without argument means $H(0)$. The potential commutes with $U$, while $e^{-i\delta x}(-i\partial_x)e^{i\delta x}f=(p+\delta)f$. Therefore

$$U^\dagger HU=H(\delta),\qquad UHU^\dagger=H(-\delta). \tag{3}$$

On a lattice, a hop over a displacement $d$ carries the amplitude $-t\,e^{-i\kappa d}$. Equation (3) then still holds. Conjugation by $U$ multiplies the hop by $e^{-i\delta\Delta X}$, where $\Delta X=d$ inside the ring and $\Delta X=d\mp L$ across the seam, and $e^{i\delta L}=1$. The velocity is again $J=\partial_\kappa H$ at $\kappa=0$.

Assume that the instantaneous ground state $\Psi(t)$ is nondegenerate, that its gap stays open for $|\kappa|\le\delta$, and that $H$ is real (time-reversal symmetry for one spin species). If $H\Psi=E\Psi$, then $H(\delta)U^\dagger\Psi=U^\dagger H\Psi=E\,U^\dagger\Psi$. Conjugation preserves the spectrum, so $U^\dagger\Psi$ is the ground state of $H(\delta)$. Likewise $U\Psi$ is the ground state of $H(-\delta)$.

## 4. The time derivative at finite length

Let $\Phi(\kappa)$ be the ground state of $H(\kappa)$, normalised by $\langle\Psi|\Phi(\kappa)\rangle=1$. This is possible at $\kappa=\pm\delta$ when $z\neq0$. The components of $U^\dagger\Psi$ and $U\Psi$ along $\Psi$ are $z^*$ and $z$, so

$$U^\dagger\Psi=z^*\Phi(\delta),\qquad U\Psi=z\,\Phi(-\delta).$$

Choose $\Psi$ real. Its constant norm gives $\langle\Psi|\partial_t\Psi\rangle=0$. Since $U$ does not depend on time,

$$\dot z=\langle\partial_t\Psi|U\Psi\rangle+\langle U^\dagger\Psi|\partial_t\Psi\rangle
=z\big[\langle\partial_t\Psi|\Phi(-\delta)\rangle+\langle\Phi(\delta)|\partial_t\Psi\rangle\big].$$

In the last term $z^*$ became $z$ because it stands in a bra. Taking the imaginary part of $\dot z/z$ and using $\mathrm{Im}\langle A|B\rangle=-\mathrm{Im}\langle B|A\rangle$,

$$\dot X_R=-\frac1\delta\,\mathrm{Im}\langle\partial_t\Psi|\Phi(\delta)-\Phi(-\delta)\rangle. \tag{4}$$

This holds at finite $L$. It is a central difference with respect to flux: the terms of $\Phi(\kappa)$ even in $\kappa$ cancel in $\Phi(\delta)-\Phi(-\delta)$, so after division by $\delta$ the first correction to the leading term is of order $\delta^2$, not $\delta$.

The first-order term follows from $[H(\kappa)-E(\kappa)]\Phi(\kappa)=0$. Write $\Phi=\Psi+\kappa\Phi_1+\dots$ with $\langle\Psi|\Phi_1\rangle=0$, and collect the terms linear in $\kappa$:

$$(H-E)\Phi_1=-(J-\langle J\rangle)\Psi
\quad\Rightarrow\quad \Phi_1=-GJ\Psi,\qquad
G=\sum_{m>0}\frac{|m\rangle\langle m|}{E_m-E_0}.$$

Here $|m\rangle$ are the excited states of $H$ at time $t$, and $G\Psi=0$ removed the term with $\langle J\rangle$. Inserting $\Phi(\delta)-\Phi(-\delta)=2\delta\Phi_1+O(\delta^3)$ in (4) gives

$$\dot X_R=2\,\mathrm{Im}\langle\partial_t\Psi|GJ|\Psi\rangle+\dots=-2\,\mathrm{Im}\langle\Psi|JG|\partial_t\Psi\rangle+\dots \tag{5}$$

**Size of the remainder.** The number of electrons grows with $L$, so a formal $\delta^2$ is not yet an error estimate. For a band insulator driven with the period of the lattice, the estimate can be completed. The wavevector $k$ is conserved by both the flux and the drive. Let $u_{k\alpha}$ be the occupied cell-periodic orbitals, with $\partial_tu_{k\alpha}$ chosen orthogonal to the occupied space at $k$. Let $\tilde u_{k\alpha}(\kappa)$ span the occupied space at $k+\kappa$, normalised by $\langle u_{k\alpha}|\tilde u_{k\beta}(\kappa)\rangle=\delta_{\alpha\beta}$ (a Kronecker delta).

The state $\partial_t\Psi$ is a sum of determinants, each with one orbital $u_{k\alpha}$ replaced by its time derivative. The overlap matrix of such a determinant with $\Phi(\kappa)$ is the unit matrix except in one row, so its determinant is the diagonal element of that row. Hence

$$\langle\partial_t\Psi|\Phi(\kappa)\rangle=\sum_{k,\alpha}\langle\partial_tu_{k\alpha}|\tilde u_{k\alpha}(\kappa)\rangle .$$

With a band gap bounded from below for all $k$, each term is smooth in $\kappa$, with a third derivative bounded independently of $L$. The cubic remainder is at most of order $N\delta^3$, and after division by $\delta$ the error of (5) per electron is of order $\delta^2\propto1/L^2$. For interacting electrons I assume the corresponding property: each order of the overlap in $\kappa$ grows no faster than $N$. Section 7 tests the outcome on small rings.

## 5. The adiabatic current

The right side of (5) must now be compared with the velocity in the evolving state. Write the solution of $i\partial_t\psi=H\psi$ as $\psi=e^{-i\int E\,dt}(\Psi+\chi)$, with $\chi$ of first order in the rate of change and orthogonal to $\Psi$ at that order. Substitution gives

$$i\partial_t\Psi+i\partial_t\chi=(H-E)\chi .$$

For a slow, smoothly started drive $\partial_t\chi$ is of second order and is dropped, so $\chi=iG\,\partial_t\Psi$. Because $H$ is real, $J$ is $i$ times a real antisymmetric operator, and $\langle\Psi|J|\Psi\rangle=0$ for real $\Psi$. To first order in the rate,

$$\langle J\rangle_{\rm ad}=2\,\mathrm{Re}\langle\Psi|J|\chi\rangle
=2\,\mathrm{Re}\big(i\langle\Psi|JG|\partial_t\Psi\rangle\big)
=-2\,\mathrm{Im}\langle\Psi|JG|\partial_t\Psi\rangle. \tag{6}$$

This is the leading term of (5). The particle current averaged over all cross-sections of the ring is $\langle J\rangle_{\rm ad}/L$, and the electric current has the opposite sign. While the density within a cell changes, the current through one particular cross-section differs from this average.

The derivative $\partial_t\Psi$ need not be taken numerically. Differentiating $(H-E)\Psi=0$ and applying $G$ gives $\partial_t\Psi=-G(\partial_tH)\Psi$, hence

$$\langle J\rangle_{\rm ad}=2\,\mathrm{Im}\sum_{m>0}\frac{\langle0|J|m\rangle\langle m|\partial_tH|0\rangle}{(E_m-E_0)^2}. \tag{7}$$

The squared denominator shows why the gap is needed. If time-reversal symmetry is broken, $\langle\Psi|J|\Psi\rangle=\partial E/\partial\kappa$ may be nonzero. This persistent current flows without any drive and is absent from $\dot X_R$.

## 6. Determinants and the discrete Berry phase

Let $\Psi$ be the normalised determinant of orthonormal orbitals $\phi_m$. Since $U=\prod_ie^{i\delta x_i}$, the state $U\Psi$ is the determinant of the orbitals $e^{i\delta x}\phi_m$. The overlap of two determinants is

$$\frac1{N!}\sum_{P,Q}\mathrm{sgn}(P)\,\mathrm{sgn}(Q)\prod_i\langle\phi_{P(i)}|e^{i\delta x}|\phi_{Q(i)}\rangle .$$

It depends on $P$ and $Q$ only through $R=QP^{-1}$, and each $R$ occurs $N!$ times. What remains is the definition of a determinant:

$$z=\det S,\qquad S_{mn}=\langle\phi_m|e^{i\delta x}|\phi_n\rangle. \tag{8}$$

This form needs no translational symmetry.

For a crystal with $n$ filled bands take $\psi_{k\alpha}=M^{-1/2}e^{ikx}u_{k\alpha}$, with $u_{k\alpha}$ normalised in one cell and $k=0,\delta,\dots,(M-1)\delta$. The integrand of $\langle\psi_{k'\beta}|e^{i\delta x}|\psi_{k\alpha}\rangle$ is $e^{i(k+\delta-k')x}$ times a cell-periodic function. Its sum over cells vanishes unless $k'=k+\delta$ modulo $2\pi/a$. The surviving blocks are the $n\times n$ matrices $\langle u_{k+\delta,\beta}|u_{k\alpha}\rangle$. The last one leads from $k=(M-1)\delta$ back to $k=0$. There $\psi_{2\pi/a}$ and $\psi_0$ must be the same function, which requires

$$u_{2\pi/a,\alpha}(x)=e^{-2\pi ix/a}\,u_{0\alpha}(x). \tag{9}$$

Each block stands one block row below the diagonal, except the last, which stands in the first block row. Moving the first $n$ rows below the other $n(M-1)$ rows makes $S$ block diagonal and takes $n^2(M-1)$ interchanges. As $n^2$ and $n$ have the same parity,

$$z=(-1)^{n(M-1)}\prod_{k}\det\langle u_{k+\delta}|u_k\rangle . \tag{10}$$

With $\gamma=\mathrm{Im}\ln\prod_k\det\langle u_{k+\delta}|u_k\rangle$,

$$X_R=\frac{L\gamma}{2\pi}+n(M-1)\frac L2\pmod L. \tag{11}$$

The phase $\gamma$ is the discrete Berry phase. A unitary rotation of the occupied orbitals at one $k$ multiplies one factor by a phase and its neighbour by the inverse phase, so the product is unchanged. The eigenvectors of a numerical diagonalization can therefore be used as they come, provided that the frame at $2\pi/a$ is built from the stored frame at $0$ by (9).

To see the continuum limit, choose orbitals smooth in $k$ that obey (9). Then $\det\langle u_{k+\delta}|u_k\rangle=1+\delta\,\mathrm{Tr}\langle\partial_ku|u\rangle+\dots$, and $\langle\partial_ku_\alpha|u_\alpha\rangle=-\langle u_\alpha|\partial_ku_\alpha\rangle$ is imaginary, so that

$$\gamma\to\int_0^{2\pi/a}i\,\mathrm{Tr}\langle u_k|\partial_ku_k\rangle\,dk\pmod{2\pi}.$$

The second term of (11) is the half-ring shift seen in Section 1. It is constant in time at fixed $M$, so it does not affect currents, but it matters when absolute values of $X_R$ are compared between rings.

## 7. Worked example: a Rice–Mele pump

The cell has length $a=4$ Å, with site A at $ja$ and site B at $ja+2$ Å. The hopping amplitudes are $-t_1$ inside a cell and $-t_2$ between cells, with $t_{1,2}=1\pm0.8\cos\varphi$ eV. The site energies are $\pm2\sin\varphi$ eV on A and B. Electrons on neighbouring sites repel with 1 eV, except where the repulsion is said to be off. There is one electron per cell. Rates are given per radian of $\varphi$; multiplication by $\dot\varphi$ gives velocities.

**Sign and Berry phase.** With the repulsion off, $\varphi=45°$ and $M=4$, the product of overlaps gives $\gamma=2.69323$ rad. Hence $L\gamma/2\pi=16\times2.69323/6.28319=6.858$ Å. The shift in (11) is $3\times8=24$ Å, and $6.858+24-2\times16=-1.142$ Å. The many-body ground state gives $X_R=-1.142$ Å. For $M=5$ the shift is a multiple of $L$, and both routes give 8.540 Å. Equation (10) is also tested for one, two and three filled bands of a four-site cell.

**Derivative and current.** At $\varphi=10°$, with repulsion, exact diagonalization gives these rates per electron, in Å/rad:

| $M$ | $dX_R/d\varphi$ | current from (7) | relative difference |
|---|---|---|---|
| 4 | 1.435 | 1.356 | 0.0585 |
| 5 | 1.406 | 1.355 | 0.0373 |
| 6 | 1.390 | 1.355 | 0.0256 |

The difference is relative to the current. Multiplied by $M^2$ it is 0.94, 0.93 and 0.92, which is close to the $1/L^2$ law, though three small rings do not prove it for interacting electrons. The finite-flux formula (4), evaluated for $M=5$ by separate diagonalizations at $\kappa=\pm\delta$, reproduces the slope 1.40578 Å/rad. With the repulsion off, larger rings are accessible: doubling $M$ from 10 to 20 and from 20 to 40 divides the error by 4.02 and 4.01.

**A full cycle.** If $z\ne0$ throughout a closed cycle, $z$ returns to its initial value and its phase has changed by $2\pi$ times an integer. Thus $X_R$ changes by an integer times $L$. By Sections 4 and 5, this integer is the number of electrons passed around a large ring in the adiabatic limit. The time-dependent Schrödinger equation was solved for the interacting ring with $M=4$ over a cycle of 60 fs that starts and ends smoothly, in 1600 steps with the Hamiltonian held constant within each step. The table gives the numbers of electrons passed, averaged over the cross-sections of the ring. From 0 to 45° the adiabatic count is 0.380 through a bond inside a cell and 0.006 through a bond between cells, with mean 0.193; over the full cycle both bonds pass the same number.

| interval of $\varphi$ | Schrödinger, 1600 steps | adiabatic (7) | change of $X_R/L$ |
|---|---|---|---|
| 0 to 45° | 0.1931 | 0.1927 | 0.1972 |
| full cycle | 1.0038 | 1.0017 | 1.0000 |

In the first interval $X_R$ moves by $0.1972\times4=0.79$ Å per electron. During the cycle the 1600-step Schrödinger result and the adiabatic result differ by at most 0.0021 electron, and most of this is time-step error. With the time step converged, the full cycle passes 1.0017 electrons, equal to the adiabatic value. The largest difference along the path is then 0.0007 electron, which falls to 0.0002 when the cycle lasts 120 fs, as expected for a correction of second order in the speed. The adiabatic result and $X_R/L$ differ by at most 0.0085 electron. The change of $X_R/L$ minus the adiabatic result is $0.19715-0.19274=+0.0044$ at 45° and $1.00000-1.00174=-0.0017$ at the end of the cycle, so the difference of the two rates changes sign somewhere along the path. The smallest gap is 3.04 eV and the smallest $|z|$ is 0.69, so the phase can be followed safely.

## 8. Use in a calculation

For a derivative, take the phase of the ratio $z(t+h)/z(t-h)$ and divide by $2h\delta$. This avoids a spurious jump at the branch cut of the logarithm. For a path, sample finely enough that the phase of $z$ changes by less than $\pi$ per step, and unwrap it. Monitor $|z|$ and the gap together: a small $|z|$ makes the phase sensitive to small errors, and a closing gap invalidates (7) even where $z$ is nonzero. To estimate the finite-size error of $\dot X_R$, repeat the calculation at several ring lengths and check that the difference between $\dot X_R$ and (7) falls as $1/L^2$. In the model without repulsion at $\varphi=10°$ this difference is the error of $\dot X_R$: (7) gives 1.076732 Å/rad per electron for $M=10$, 20 and 40, while $\dot X_R$ is 0.0079 Å/rad too large at $M=10$. Near a point of the path where the difference changes sign ($\varphi\approx33.5°$ in that model) the $1/L^2$ coefficient vanishes, and the ratio of errors at two lengths is not 4.

## Values computed for the example and the checks

```
cell length 4.0 A, site spacing 2.0 A
mean hopping 1.0 eV, dimerization 0.8 eV
site energy 2.0 eV, repulsion 1.0 eV
Open cluster, 3 cells, 3 electrons, phi = 60 deg:
  ordinary mean of X 17.509156 A
  third cumulant -1.5654 A^3
  L = 60 A: X_R 17.512016 A, cubic term 0.002861 A
  L = 200 A: X_R 17.509414 A, cubic term 0.000258 A
3 electrons on 4 cells: |z| = 1e-15
Interacting ring, phi = 10 deg, rates per electron (A/rad):
  M = 4: dX_R/dphi 1.43538, current 1.35603, rel. diff 0.05852
  M = 5: dX_R/dphi 1.40578, current 1.35521, rel. diff 0.03731
  M = 6: dX_R/dphi 1.39004, current 1.35533, rel. diff 0.02561
  M = 5: finite-flux formula 1.40578 A/rad
  M = 5: many-body gap 3.151 eV
No repulsion, phi = 45 deg:
  M = 4: |z| 0.83531, Berry phase 2.69323 rad
    X_R -1.14176 A, L*gamma/2pi 6.85824 A, L 16 A
  M = 5: |z| 0.86479, Berry phase 2.68284 rad
    X_R 8.53975 A, L*gamma/2pi 8.53975 A, L 20 A
1 to 3 filled bands: largest error of z 5e-15
No repulsion, phi = 10 deg, rates per electron (A/rad):
  M = 10: dX_R/dphi 1.084632, current 1.076732
  M = 20: dX_R/dphi 1.078695, current 1.076732
  M = 40: dX_R/dphi 1.077222, current 1.076732
  error ratios on doubling M: 4.024, 4.006
Pump cycle, M = 4, repulsion on, period 60 fs:
  smallest gap 3.036 eV, smallest |z| 0.6856
  electrons passed from phi = 0 to 45 deg:
    Schroedinger 0.19308, adiabatic 0.19274, X_R/L 0.19715
  electrons passed in the full cycle:
    Schroedinger 1.00376, adiabatic 1.00174, X_R/L 1.00000
  largest |Schroedinger - adiabatic| 0.00211
  largest |X_R/L - adiabatic| 0.00847
```
